# Nucleation of an Intermediate Phase in a Sharp Concentration Gradient

**Q.** Two metals react, and a thin parent layer, amorphous or a solid solution, forms between them. An intermetallic would have lower free energy, yet it is said not to nucleate because the composition gradient is too steep. A nucleus is about a nanometre across. Why should it notice a gradient?

**A.** Because its two ends sit at different compositions, and the gain from transforming depends on composition. Let the parent have composition $c(x)=c_0+Gx$ with constant $G$, and let $g_o(c)$ and $g_n(c)$ be the free energies per atom of parent and new phase. Choose $c_0$ where $g_o-g_n$ is greatest. There the slopes agree, and to second order in $u=c-c_0$

$$g_o=A+pu+\tfrac12\kappa_o u^2,\qquad g_n=A-\Delta g+pu+\tfrac12\kappa_n u^2 .$$

Here $\Delta g>0$ is the driving force per atom, $p$ the common slope, and $\kappa_o,\kappa_n$ are the curvatures. I take $\kappa_n>\kappa_o>0$: a locally stable parent and an ordered compound that tolerates less deviation from its best composition.

Suppose first that the atoms keep their places as far as composition goes, so that each slice transforms with the composition it already has. This is the polymorphic mode. The change per atom is

$$g_n-g_o=-\Delta g+\tfrac12(\kappa_n-\kappa_o)u^2 .$$

Away from the centre the gain shrinks, and far enough out it becomes a loss.

**Q.** One end is richer and the other poorer. Why do the deviations not cancel?

**A.** A linear term would cancel. The quadratic one has the same sign at both ends. For a sphere of radius $R$ centred at $x=0$, the slice at $x$ has area $\pi(R^2-x^2)$, so

$$\int x^2\,dV=\pi\int_{-R}^{R}(R^2x^2-x^4)\,dx=\pi\left(\tfrac23-\tfrac25\right)R^5=\tfrac{4\pi}{15}R^5 .$$

Let $n$ be the atomic density, equal in both phases, and $\sigma$ an isotropic, constant interface energy. With $u=Gx$ and $K=\kappa_n-\kappa_o$, the energy of formation is

$$\Delta G(R)=4\pi\sigma R^2-\tfrac{4\pi}{3}n\Delta g\,R^3+\tfrac{2\pi}{15}nKG^2R^5 .$$

Three of the five powers come from the volume and two from the squared composition difference across it.

**Q.** You put the nucleus at the best place. Could it lower the penalty by moving?

**A.** No. If its centre moves by $s$, then $x^2$ becomes $(x+s)^2=x^2+2xs+s^2$. The middle term integrates to zero, and the last adds $\tfrac12 VnKG^2s^2>0$, where $V$ is the volume. This does require that $c_0$ occurs inside the layer, with room for the nucleus around it. If the best composition lies outside, a linear term survives and the formula must be changed.

**Q.** Atoms diffuse. Why should the nucleus be stuck with the parent's composition profile?

**A.** It need not be, and the sign of the fifth-power term depends on this. Consider two other idealized modes.

In the transversal mode each slice exchanges atoms with the large amount of parent at the same $x$. The slice takes composition $c_n=c_0+v$ while the surrounding parent stays at $c_0+u$. Atoms drawn from a large reservoir are valued along the tangent to $g_o$ at $c$, so the change per nucleus atom is

$$g_n(c_n)-g_o(c)-g_o'(c)(c_n-c).$$

Inserting the parabolas, with $g_o'(c)=p+\kappa_o u$, gives

$$-\Delta g+pv+\tfrac12\kappa_nv^2-pu-\tfrac12\kappa_ou^2-(p+\kappa_ou)(v-u)$$
$$=-\Delta g+\tfrac12\kappa_nv^2+\tfrac12\kappa_ou^2-\kappa_ouv .$$

The minimum over $v$ requires $\kappa_nv=\kappa_ou$, which is the parallel-tangent condition. With $v=\kappa_ou/\kappa_n$ the change becomes

$$-\Delta g+\tfrac12\left(\kappa_o-\frac{\kappa_o^2}{\kappa_n}\right)u^2 .$$

The same size law follows, now with $K=\kappa_o(\kappa_n-\kappa_o)/\kappa_n$. This is the polymorphic value times $\kappa_o/\kappa_n$: still a penalty, but a weaker one.

In the total-mixing mode the atoms inside the nucleus mix among themselves until it is uniform at its mean composition $c_0$. Then

$$g_n(c_0)-g_o(c)=-\Delta g-pu-\tfrac12\kappa_ou^2 .$$

The linear term integrates to zero, and $K=-\kappa_o$. The nucleus also collects the free energy that the parent would have released by homogenizing. The gradient now helps.

So the full penalty belongs to the polymorphic mode, a reduced one to the transversal mode, and a bonus to total mixing. A critical gradient exists where $K>0$.

**Q.** A positive $R^5$ term wins at large $R$ for any gradient, however small. Where does a critical value come from?

**A.** From whether the $R^3$ term has an interval in which it wins. Without a gradient, $d\Delta G/dR=8\pi\sigma R-4\pi n\Delta g R^2$ vanishes at $R^*$, where the energy is $W_0$:

$$R^*=\frac{2\sigma}{n\Delta g},\qquad W_0=\frac{16\pi\sigma^3}{3(n\Delta g)^2}.$$

Put $R=\rho R^*$. The surface term is $16\pi\sigma^3\rho^2/(n\Delta g)^2=3W_0\rho^2$. The volume term is $-32\pi\sigma^3\rho^3/[3(n\Delta g)^2]=-2W_0\rho^3$. The gradient term is

$$\frac{2\pi}{15}nKG^2\,\frac{32\sigma^5}{(n\Delta g)^5}\rho^5=\frac45\,q\,W_0\,\rho^5,\qquad q=\frac{K\sigma^2G^2}{n^2\Delta g^3}.$$

Hence $\Delta G/W_0=3\rho^2-2\rho^3+\tfrac45q\rho^5$. Its derivative is $6\rho-6\rho^2+4q\rho^4$. Dividing by $6\rho$ gives the condition for a stationary size:

$$1-\rho+\tfrac23q\rho^3=0,\qquad\text{or}\qquad q=\frac{3(\rho-1)}{2\rho^3}.$$

For $\rho>1$ the right-hand side rises from zero, passes a maximum and falls again. The maximum is where $\rho^3-3\rho^2(\rho-1)=0$, so $\rho=\tfrac32$ and $q=\tfrac29$. For smaller positive $q$ there are two stationary sizes, a barrier and then a minimum. For larger $q$ there are none, and the energy of a sphere rises with every increase in size. Setting $q=\tfrac29$ gives

$$G_1=\frac{\sqrt2}{3}\,\frac{n\,\Delta g^{3/2}}{\sigma\sqrt K}.$$

A strong driving force raises the critical gradient. A costly interface or a sharply curved compound lowers it.

**Q.** Then the barrier must become enormous as $G$ approaches $G_1$.

**A.** It does not. Write $g=G/G_1$, so that $q=\tfrac29g^2$, and the stationary condition is $1-\rho+\tfrac{4}{27}g^2\rho^3=0$. Substituting $\rho=3s/g$ and multiplying by $g$ gives

$$g=3s-4s^3 .$$

With $s=\sin\theta$ the right-hand side is $\sin3\theta$. The root that tends to $\rho=1$ as $g\to0$ is the barrier, and the next one is the minimum:

$$\rho_b=\frac3g\sin\!\left(\frac{\arcsin g}{3}\right),\qquad \rho_m=\frac3g\sin\!\left(\frac{\pi-\arcsin g}{3}\right).$$

For the height, the stationary condition gives $\tfrac23q\rho^3=\rho-1$, so $\tfrac45q\rho^5=\tfrac65\rho^2(\rho-1)$. Therefore

$$\frac{W}{W_0}=3\rho^2-2\rho^3+\tfrac65\rho^3-\tfrac65\rho^2=\frac{\rho^2(9-4\rho)}5 .$$

At $g=1$, $\rho=\tfrac32$ and $W=1.35\,W_0$. At small $g$ the shift of the barrier position does not matter to first order in $g^2$, because the energy is stationary there; evaluating the gradient term at $\rho=1$ gives $W/W_0\approx1+\tfrac{8}{45}g^2$. What the gradient removes at $G_1$ is the descent beyond the barrier.

**Q.** If there is still a minimum just below $G_1$, is a nucleus sitting in it a real product?

**A.** That depends on its energy. The height formula holds at both stationary points, so the energy of the minimum is zero when $\rho_m=\tfrac94$. Then $q=3(\tfrac54)/[2(\tfrac94)^3]=\tfrac{40}{243}$, and

$$G_2=\sqrt{\frac{40/243}{2/9}}\;G_1=\sqrt{\frac{20}{27}}\;G_1\approx0.86\,G_1 .$$

Between $G_2$ and $G_1$ a sphere can cross the barrier, but it lands in a state with more energy than the untransformed parent. Below $G_2$ the minimum is a real gain, although growth as a sphere stops at $\rho_m$. As $g\to0$, $\rho_m\to(3/g)\sin60^\circ\approx2.6/g$, and this stopping size moves off to infinity.

For total mixing, define $g$ with $|K|$. The cubic term changes sign, and the substitution $s=\sinh\theta$ gives $\rho_b=(3/g)\sinh(\operatorname{arcsinh}(g)/3)$. This root exists for every $g$, so within the model there is no critical gradient, and the barrier falls as $G$ grows.

**Q.** You have forced the nucleus to be a sphere. The loss comes from its extent along the gradient. Why does it not flatten?

**A.** It does, and this changes what $G_1$ means. It is the threshold for spheres, not for all nuclei. For $K>0$ in the polymorphic or transversal mode, a limit free of shape can be found by cutting any body into thin columns parallel to $x$.

Each segment of a column, with cross-section $dA$, has two end faces, and each has area at least $dA$. It therefore costs at least $2\sigma\,dA$. Its gain per unit cross-section is the integral of $n(\Delta g-\tfrac12KG^2x^2)$ over its length. That is greatest if the segment covers exactly the region where the integrand is positive, $|x|<h$ with $h=\sqrt{2\Delta g/K}/G$. Since $KG^2h^2=2\Delta g$, the greatest gain is

$$2n\Delta g\,h-\tfrac13nKG^2h^3=2n\Delta g\,h-\tfrac23n\Delta g\,h=\tfrac43n\Delta g\,h .$$

It equals the least cost $2\sigma$ when $h=3\sigma/(2n\Delta g)$, which means

$$G=\frac1h\sqrt{\frac{2\Delta g}{K}}=\frac{2\sqrt2}{3}\,\frac{n\Delta g^{3/2}}{\sigma\sqrt K}=2G_1 .$$

Above $2G_1$ every column loses energy, so no body of any shape can have negative energy of formation. Below $2G_1$ consider a disc of half-thickness $h$ and radius $a$, lying across the gradient. Its energy is

$$\pi a^2\left(2\sigma-\tfrac43n\Delta g\,h\right)+4\pi ah\sigma .$$

The bracket is negative, and for large enough $a$ it outweighs the rim. Thus $2G_1$ is the sharp limit for a laterally unlimited layer. In a numerical trial, 4000 axisymmetric bodies of random width, thickness and outline all had positive energy at 1.01 times this limit, while some had negative energy at $1.2\,G_1$.

**Q.** So between $G_1$ and $2G_1$ nucleation is allowed after all?

**A.** It is allowed by energy, but over a higher barrier. An estimate comes from oblate spheroids: take the best flattening at each volume and find the top of that path. It is an upper bound on the barrier for free shapes, provided the sequence of best shapes is continuous, because other shapes can only offer a lower pass.

The path must also lead down to negative energy. For a very wide spheroid with semi-axis $b$ along $x$ and $a$ across it, the surface tends to $2\pi a^2$, the volume is $\tfrac43\pi a^2b$, and the mean of $x^2$ is $b^2/5$. The energy per $\pi a^2$ is then

$$2\sigma-\tfrac43n\Delta g\,b+\tfrac{2}{15}nKG^2b^3 .$$

It is least at $b^2=10\Delta g/(3KG^2)$, where the last term is one third of the middle one and the net gain is $\tfrac89n\Delta g\,b$. Equating this to $2\sigma$ gives $b=9\sigma/(4n\Delta g)$ and $G^2=\tfrac{160}{243}n^2\Delta g^3/(K\sigma^2)$, or $G=\sqrt{80/27}\,G_1\approx1.72\,G_1$. Below that value spheroids can grow.

At $G_1$ the spheroid barrier is $1.23\,W_0$, against $1.35\,W_0$ for the sphere, with a thickness-to-width ratio of 0.78. At $1.5\,G_1$ it is $1.9\,W_0$ with a ratio of 0.45.

**Q.** Put in numbers. Is the critical gradient anywhere near what a real layer has?

**A.** Take an amorphous interlayer of the nickel–zirconium kind at 570 K, with rough round parameters: $n=60\ \mathrm{nm^{-3}}$, $\Delta g=0.04$ eV, $\sigma=0.8\ \mathrm{eV/nm^2}$ (0.128 J/m²), $\kappa_o=4$ eV, $\kappa_n=20$ eV and $c_0=0.4$. Then $n\Delta g=2.4\ \mathrm{eV/nm^3}$ and

$$R^*=\frac{2(0.8)}{2.4}=0.67\ \mathrm{nm},\qquad W_0=\frac{16\pi(0.8)^3}{3(2.4)^2}=1.49\ \mathrm{eV}.$$

With $kT=0.0491$ eV the barrier without a gradient is about $30\,kT$. In the polymorphic mode $K=16$ eV, and

$$G_1=\frac{\sqrt2}{3}\,\frac{60\,(0.04)^{3/2}}{0.8\sqrt{16}}=0.071\ \mathrm{nm^{-1}} .$$

If the composition varies linearly by 0.4 across a layer of thickness $L$, then $G=0.4/L$, and each critical gradient becomes a thickness. For a nucleus surrounded by parent, not wetting a boundary of the layer, polymorphic nucleation cannot lower the energy in any shape until the layer exceeds 2.8 nm ($2G_1$). Spheres acquire a barrier with a descent behind it at 5.7 nm ($G_1$), and a negative energy at 6.6 nm ($G_2$). At $G_1$ the merged stationary point has a radius of 1.0 nm and holds about 250 atoms.

**Q.** And how strongly is the rate reduced?

**A.** For a sphere the barrier rises from about $30\,kT$ to $41\,kT$ at $G_1$. The Boltzmann factor is multiplied by $2.5\times10^{-5}$. For a sphere this figure is formal, since at $G_1$ no descent follows the barrier. The number of sites also falls: the shift penalty $\tfrac12VnKG^2s^2$ confines nuclei of this size to a sheet of width $\sqrt{2\pi kT/(VnKG^2)}\approx0.12$ nm, about 2 % of the layer. The factors quoted here leave this and the kinetic prefactor out. A nucleus free to flatten is hindered less: the spheroid barrier at $G_1$ is $37\,kT$, which gives a factor of about $9\times10^{-4}$. At $1.5\,G_1$ the spheroid barrier is $58\,kT$, and the factor is about $10^{-12}$. Since the spheroid barrier is an upper bound, these factors are lower bounds. The stationary body of revolution free of that restriction, whose two curvatures add up to $n(\Delta g-\tfrac12KG^2x^2)/\sigma$ at every point, lies only slightly lower: $1.23\,W_0$ at $G_1$ and $1.88\,W_0$ at $1.5\,G_1$, a factor of about $3\times10^{-12}$. The rate therefore falls continuously but steeply, and is already very small before energy rules out nucleation at $2G_1$.

**Q.** Does that hold if atoms can exchange sideways?

**A.** The threshold moves. The transversal curvature is $K=4(16)/20=3.2$ eV, five times smaller, so its sphere threshold is $\sqrt5$ times higher: $0.158\ \mathrm{nm^{-1}}$, or 2.5 nm of layer. The shape-free limit is again twice the sphere threshold, $0.32\ \mathrm{nm^{-1}}$, against $0.141\ \mathrm{nm^{-1}}$ for the polymorphic mode. Between these two gradients polymorphic nucleation is ruled out, while a flattened transversal nucleus can still lower the energy, if lateral exchange over its radius is fast enough. The upper end of this range is formal: it means a nucleus 1.0 nm thick in a layer of only 1.3 nm, where a smooth linear profile is hardly meaningful.

At the polymorphic $G_1$, held fixed for the comparison, the barriers for spheres are $1.35\,W_0$ (polymorphic), $1.04\,W_0$ (transversal) and $0.96\,W_0$ (total mixing). Energy alone would favour total mixing. Which mode occurs is a matter of mobilities, which this calculation does not contain.

**Q.** You expanded the free energies to second order, although the composition changes by 0.07 from the centre of the nucleus to its edge. Is that safe?

**A.** For the parent chosen here it is. Replacing its parabola by a regular-solution free energy with the same curvature at $c_0$, and integrating over the sphere, gives the same $G_1$ to the digits quoted. This is a mild test, because about 95 % of that parent's curvature comes from a term that is exactly quadratic. The new phase was kept parabolic in that comparison, so nothing is shown about a compound whose free energy rises almost like a cusp. For such a compound the integral over slices must be done with its actual curve.

**Q.** What else have you left out, and which omission matters most?

**A.** For the numbers at $G_1$, the estimated sizes are these.

- **Interface energy.** At nanometre radii $\sigma$ may depend on size. Let it be $\sigma(1-2\delta/R)$ with a length $|\delta|=0.1$ nm, a change of 20 %. The threshold depends on the slope of the surface term, now $8\pi\sigma(R-\delta)$, which changes by only half as much. To first order the threshold therefore moves by 10 %. Solving for it again with the changed surface term gives a rise of 13 % for positive $\delta$ and a fall of 8 % for negative.
- **Misfit strain.** For a sphere with linear misfit $\varepsilon$ in a matrix of equal elastic constants, isotropic elasticity gives the energy density $2\mu\varepsilon^2(1+\nu)/(1-\nu)$. With $\mu=30$ GPa, $\nu=0.35$ and $\varepsilon=1\,\%$ this is 3 % of the driving force. As $G_1\propto\Delta g^{3/2}$, it lowers $G_1$ by about 5 %.
- **Gradient energy.** A rough scale for the parent is $\tfrac12\kappa_o d^2G^2$ per atom, with atomic spacing $d=n^{-1/3}$. That is 1.6 % of $\Delta g$, but the prefactor depends on the bonding: for a parent with a negative heat of mixing, a nearest-neighbour pair model makes it about five times smaller and negative. For a compound that keeps the gradient, the same scale with $\kappa_n$ gives 8 %.
- **Drift of the gradient.** While atoms diffuse over a radius $R$, a parabolically growing layer thickens by a fraction of about $(R/L)^2=3\,\%$, if $L^2=2Dt$ with the same diffusivity $D$ that governs the rearrangement in the nucleus. In nickel–zirconium the layer grows by the fast nickel, while crystallization also needs the much slower zirconium to move, so the drift can be larger.

With these inputs, the interface energy matters most for the rate. At $R=1.0$ nm the same correction changes the surface term by $8\pi\sigma|\delta|R=2.0$ eV, as much as the whole barrier at $G_1$. The barrier heights given here therefore hold only for the constant $\sigma$ assumed. Strain can matter as much if the misfit is larger, because its energy grows as $\varepsilon^2$: at 3 % misfit it takes 29 % of the driving force and roughly doubles $W_0$.

A nucleation site also has a large effect. Suppose an inert wall runs parallel to the gradient and the contact angle is 90°. A half-sphere on it has half the energy of the full sphere at every radius. All the critical gradients for spheres stay where they are, but the barrier at $G_1$ falls from 41 to about $20\,kT$.

**Q.** Amorphous nickel–zirconium layers grow far thicker than 6 nm before a compound appears. Does that not refute the model?

**A.** It limits what the model can explain. Such layers are known to reach some tens of nanometres, up to roughly a hundred, before a crystalline compound forms. With the present parameters the gradient forbids the compound only in the first few nanometres. The later delay must then come from elsewhere, such as the ordinary barrier or slow atomic motion. In real couples the compound is also seen to start at the boundary with zirconium, a case that this model of a nucleus surrounded by parent does not treat.

Adjusting the driving force does not repair this. At fixed $\sigma$ and $K$ the critical thickness scales as $\Delta g^{-3/2}$, so a tenfold increase needs $\Delta g$ smaller by $10^{2/3}\approx4.6$. The barrier $W_0\propto\Delta g^{-2}$ would then grow about 22-fold, from $30\,kT$ to over $600\,kT$, and homogeneous nucleation would be hopeless even without a gradient. A more sharply curved compound does raise the threshold thickness without touching $W_0$, but only as $\sqrt K$. In the polymorphic mode a tenfold thickness needs a hundredfold $K$. In the transversal mode it is out of reach, because $K$ cannot exceed $\kappa_o$; with the present parameters the thickness can grow by at most 12 %.

The real profile is also not linear. Where the gradient at $c_0$ is twice the layer average, the critical thicknesses roughly double, provided the profile is nearly linear across the nucleus. The quantity to compare with $G_1$ and $2G_1$ is the local gradient at the compound's best composition. The numerical output gives the remaining intermediate values.

## Computed values

```
atomic density n: 60 nm^-3
driving force dg: 0.04 eV/atom
driving force per volume: 2.4 eV/nm^3
interface energy sigma: 0.8 eV/nm^2
interface energy sigma: 0.128 J/m^2
parent curvature ko: 4 eV
new-phase curvature kn: 20 eV
best composition c0: 0.4
composition span of layer: 0.4
temperature: 570 K
kT: 0.04912 eV
K polymorphic: 16 eV
K transversal: 3.2 eV
K total mixing: -4 eV
R* without gradient: 0.6667 nm
W0 without gradient: 1.489 eV
W0/kT: 30.3
G1 polymorphic, formula: 0.07071 nm^-1
G1 polymorphic, full curves: 0.07071 nm^-1
G2 polymorphic, formula: 0.06086 nm^-1
G2 polymorphic, full curves: 0.06086 nm^-1
2 G1 any shape, formula: 0.1414 nm^-1
2 G1 any shape, full curves: 0.1414 nm^-1
G1 transversal, formula: 0.1581 nm^-1
G1 transversal, full curves: 0.158 nm^-1
layer thickness at G1: 5.66 nm
layer thickness at G2: 6.57 nm
layer thickness at 2 G1: 2.83 nm
layer thickness at transversal G1: 2.53 nm
radius at G1: 1 nm
atoms in sphere at G1: 251
radius of zero-energy sphere at G2: 1.5 nm
barrier radius at 0.5 G1: 0.6946 nm
barrier W/W0 at 0.5 G1: 1.049
barrier radius at 0.9 G1: 0.8103 nm
barrier W/W0 at 0.9 G1: 1.223
sphere W/W0 at G1: 1.35
sphere W/kT at G1: 40.9
rate factor exp(-(W-W0)/kT) at G1: 2.5e-05
transversal W/W0 at polymorphic G1: 1.038
total-mixing W/W0 at polymorphic G1: 0.9592
spheroid W/W0 at G1: 1.231
spheroid thickness/width at G1: 0.777
spheroid W/W0 at 1.5 G1: 1.915
spheroid thickness/width at 1.5 G1: 0.454
spheroid W/kT at 1.5 G1: 58.1
non-parabolic shift of G1: 0.00 %
gradient energy / dg at G1: 1.6 %
strain energy / driving force (1% misfit, 30 GPa): 3.2 %
sigma change 2 delta/R at G1 (delta 0.1 nm): 20 %
gradient drift (R/L)^2 at G1: 3.1 %
half-sphere on parallel wall, W/kT at G1: 20.5
```
